# Polysilicon gate depletion and its equivalent oxide thickness

## The problem

A transistor has an n-type polysilicon gate on a silicon dioxide layer. The gate contains \(N=10^{20}\ \mathrm{cm^{-3}}\) active donors. It is biased positively and balances \(n_s=10^{13}\) electronic charges per \(\mathrm{cm^2}\) on the other side of the oxide. This number includes the channel electrons and any ionized acceptors beneath them.

Use the depletion approximation: the donors form a uniform positive background, and the gate's mobile electrons are completely absent from a layer next to the oxide and fully present beyond it. Take relative permittivities of 11.7 for silicon and 3.9 for the oxide.

1. How thick is the depleted layer?
2. What potential drop does it carry?
3. A small, slow voltage is added to the bias and the capacitance is measured. By how much does gate depletion increase the equivalent oxide thickness found in this way?

## A tempting solution

The positive charge in the gate consists of donors that have lost their neutralizing electrons. If the depleted layer has thickness \(W\), it holds \(NW\) donors per unit area. Charge balance requires

\[
qNW=qn_s,\qquad W=\frac{n_s}{N}=\frac{10^{13}}{10^{20}}\ \mathrm{cm}=10^{-7}\ \mathrm{cm}=1\ \mathrm{nm},
\]

where \(q\) is the elementary charge, taken positive.

Let \(\varepsilon_s\) be the permittivity of silicon. By Gauss's law, the field in the gate at the oxide has magnitude

\[
F_s=\frac{qn_s}{\varepsilon_s}=1.547\ \mathrm{MV/cm}=154.7\ \mathrm{mV/nm}.
\]

The field falls linearly to zero across the uniformly charged layer, so its average is \(F_s/2\). The drop is

\[
V=\frac{F_sW}{2}=\frac{154.7\times1}{2}\ \mathrm{mV}\approx77.3\ \mathrm{mV}.
\]

The last step seems to follow at once. With \(\varepsilon_\mathrm{ox}\) the permittivity of the oxide, the oxide field is \(F_\mathrm{ox}=qn_s/\varepsilon_\mathrm{ox}=4.640\ \mathrm{MV/cm}\), or 464.0 mV/nm. An oxide layer carrying the same drop as the gate would have thickness

\[
t_\mathrm{static}=\frac{V}{F_\mathrm{ox}}=\frac{77.33}{464.0}\ \mathrm{nm}\approx0.167\ \mathrm{nm}.
\]

The tempting answer to the third question is therefore 0.167 nm.

## Where it goes wrong

The width and the drop are correct within the depletion approximation. The fault lies in the last step, which divides the whole drop by the whole charge. A capacitance measurement compares a small change of voltage with the small change of charge that accompanies it. These two ratios agree when voltage is proportional to charge, as in an oxide of fixed thickness. They differ here because the depleted layer grows as it is charged.

Increase \(n_s\) by 1%. The width also increases by 1%, and the drop, a product of field and width, increases by the factor \(1.01^2=1.0201\). The change of drop is

\[
0.0201\times77.33\ \mathrm{mV}\approx1.554\ \mathrm{mV}.
\]

The oxide field increases by 1% of 464.0 mV/nm, which is 4.640 mV/nm. The oxide thickness that would give the same change of voltage is

\[
\frac{1.554}{4.640}\ \mathrm{nm}\approx0.335\ \mathrm{nm},
\]

about twice the tempting answer. The small excess over exactly twice comes from the finite size of the 1% step.

## The right solution

Let \(x\) be the depth into the gate, with \(x=0\) at the oxide. Let \(\psi(x)\) be the upward bending of the electron bands, in volts, with \(\psi=0\) deep in the gate. An electron has charge \(-q\), so the electrostatic potential is \(\phi=-\psi\). Poisson's equation \(\phi''=-\rho/\varepsilon_s\), with charge density \(\rho=qN\), becomes

\[
\psi''=\frac{qN}{\varepsilon_s},\qquad 0<x<W.
\]

Beyond \(W\) the gate is neutral and has no field. Since no sheet of charge lies at the edge, both \(\psi\) and \(\psi'\) are continuous there, and \(\psi(W)=\psi'(W)=0\). The first integration gives

\[
\psi'(x)=-\frac{qN}{\varepsilon_s}(W-x).
\]

The electric field along \(x\) is \(-\phi'=\psi'\). It is negative, so it points from the gate towards the oxide, as it should for a positive gate. The second integration gives

\[
\psi(x)=\frac{qN}{2\varepsilon_s}(W-x)^2.
\]

At the oxide, with \(W=n_s/N\),

\[
V=\psi(0)=\frac{qNW^2}{2\varepsilon_s}=\frac{qn_s^2}{2\varepsilon_sN}.
\]

Now write the gate charge per area as \(\sigma=qn_s\). Then \(V=\sigma^2/(2\varepsilon_sqN)\), and

\[
\frac{dV}{d\sigma}=\frac{\sigma}{\varepsilon_sqN}=\frac{n_s}{\varepsilon_sN}=\frac{W}{\varepsilon_s}.
\]

An added oxide of thickness \(t\) has \(dV/d\sigma=t/\varepsilon_\mathrm{ox}\). Equating the two expressions gives

\[
t=\frac{\varepsilon_\mathrm{ox}}{\varepsilon_s}W=\frac{3.9}{11.7}\times1\ \mathrm{nm}\approx0.33\ \mathrm{nm}.
\]

In the depletion approximation, the three answers are a width of 1 nm (10 Å), a drop of 77 mV (0.077 V) and an added equivalent oxide of 0.33 nm (3.3 Å).

### Why the factor is two

The drop can also be written in terms of where the charge lies. Multiply \(\psi''=\rho/\varepsilon_s\) by \(x\) and integrate by parts:

\[
\frac{1}{\varepsilon_s}\int_0^\infty x\rho\,dx
=\big[x\psi'\big]_0^\infty-\int_0^\infty\psi'\,dx=\psi(0).
\]

The bracket vanishes because the field is zero deep in the gate, and the last integral equals \(-\psi(0)\). Thus the drop is \(\sigma/\varepsilon_s\) times the mean depth of the charge. For a uniform layer the mean depth is \(W/2\), which gives the static thickness.

The same relation applies to a small change: \(dV/d\sigma\) is the mean depth of the *added* charge divided by \(\varepsilon_s\). When the layer widens, the newly uncovered donors lie at its far edge, at depth \(W\). That is the origin of the factor of two.

### What each thickness is good for

Consider a 1.5 nm oxide. The voltage across oxide and gate together is

\[
V_\mathrm{tot}=\frac{\sigma t_\mathrm{ox}}{\varepsilon_\mathrm{ox}}+\frac{\sigma^2}{2\varepsilon_sqN}.
\]

Differentiating and inverting gives the capacitance per area

\[
C=\left(\frac{dV_\mathrm{tot}}{d\sigma}\right)^{-1}=\frac{\varepsilon_\mathrm{ox}}{t_\mathrm{ox}+t}.
\]

Relative to the same oxide with no gate depletion, the capacitance is reduced by

\[
\frac{t}{t_\mathrm{ox}+t}=\frac{0.3333}{1.8333}\approx18\%.
\]

The channel's own response is left out here. It would add another term in series.

The static thickness answers a different question: how much charge is lost at a fixed \(V_\mathrm{tot}\)? The oxide carries \(464.0\times1.5=696\) mV and the gate 77 mV, so \(V_\mathrm{tot}\approx773\) mV. Without depletion, all of this voltage would fall across the oxide, and the charge would be larger by the factor \(773/696\approx1.11\). The loss relative to the undepleted charge is \(77/773\approx10\%\). This equals \(t_\mathrm{static}/(t_\mathrm{ox}+t_\mathrm{static})\).

## How good is the depletion approximation?

A sharp edge requires the mobile electrons to have little thermal or quantum kinetic energy compared with \(qV\). A numerical solution of Poisson's equation with very cold classical carriers, which assumes no edge, supports this limit. At a thermal voltage of 0.1 mV, the electron density reaches half the doping at a depth of 0.996 nm, and the added oxide is 0.3333 nm. The drop, extrapolated to zero temperature from thermal voltages of 0.1 and 0.2 mV, is 77.33 mV.

At 300 K the thermal voltage is 25.85 mV, so the calculated drop is only three times as large. The electron gas is also degenerate: with rough silicon masses of 0.92 and 0.19 electron masses and six valleys, the Fermi level lies 65 meV above the band edge. The pressure of this gas must be included.

### Including the electron pressure

Let \(n(\psi)\) be the local electron density, so that

\[
\psi''=\frac{q}{\varepsilon_s}(N-n).
\]

Multiply by \(\psi'\) and integrate from the oxide to the deep gate. The left side is the integral of \((\psi'^2/2)'\), so

\[
-\frac{\psi'(0)^2}{2}=\frac{q}{\varepsilon_s}\int_{\psi_s}^{0}(N-n)\,d\psi,
\]

where \(\psi_s=\psi(0)\) is now the full drop. Reversing the limits removes both minus signs. With \(\psi'(0)=-qn_s/\varepsilon_s\), multiplication by \(\varepsilon_s\) gives

\[
\frac{q^2n_s^2}{2\varepsilon_s}=qN\psi_s-q\int_0^{\psi_s}n\,d\psi.
\]

At fixed temperature, the pressure \(p\) of an electron gas obeys \(dp=n\,d\mu\), where \(\mu\) is the chemical potential measured from the local band edge. In equilibrium the Fermi level is flat, so raising the band by \(q\,d\psi\) lowers \(\mu\) by the same amount, and \(dp=-qn\,d\psi\). The last term is therefore minus the difference between the bulk and surface pressures:

\[
\psi_s=\frac{qn_s^2}{2\varepsilon_sN}+\frac{p_\mathrm{bulk}-p_\mathrm{surface}}{qN}.
\]

The first term is the depletion result. The second is positive, because the pressure is higher where the gas is denser. At 300 K the total is 118 mV, so the pressure adds about 41 mV, or 53% of the depletion value. A direct solution in depth gives 117.92 mV, against 117.93 mV from this formula.

The capacitance changes much less. Differentiate the balance before the pressure was introduced, using the fact that the derivative of the integral with respect to its upper limit is the surface density \(n_0=n(\psi_s)\):

\[
\frac{q^2n_s}{\varepsilon_s}\,dn_s=q(N-n_0)\,d\psi_s .
\]

Dividing by \(q^2(N-n_0)\,dn_s\) and converting to oxide thickness gives

\[
\frac{d\psi_s}{d(qn_s)}=\frac{n_s}{\varepsilon_s(N-n_0)},\qquad
t=\frac{\varepsilon_\mathrm{ox}}{\varepsilon_s}\,\frac{n_s}{N-n_0}.
\]

The surface density is 3.4% of the doping, so \(t=0.3333/(1-0.0342)\approx0.345\) nm. Once the surface is nearly empty, its pressure has little left to lose. The pressure term is then almost a constant offset, which affects the drop but nearly disappears from its derivative.

At 400 K, with doping, charge and masses held fixed, the drop is 124 mV and the added oxide 0.354 nm.

### The limit of small charge

The depletion formula predicts that \(t\) vanishes as \(n_s\to0\). The electron gas does not allow this. For small \(\psi\), write \(N-n\approx|dn/d\psi|_0\,\psi\). Poisson's equation becomes

\[
\psi''=\frac{\psi}{\lambda^2},\qquad \frac{1}{\lambda^2}=\frac{q}{\varepsilon_s}\left|\frac{dn}{d\psi}\right|_0 .
\]

The solution that decays into the gate is \(\psi=\psi_se^{-x/\lambda}\). Its surface slope gives \(\psi_s/\lambda=qn_s/\varepsilon_s\), so \(t\) tends to \((\varepsilon_\mathrm{ox}/\varepsilon_s)\lambda\), not to zero. The depletion formula for \(t\) therefore fails when \(W\) is comparable with the screening length \(\lambda\) or smaller.

For scale, a non-degenerate gas has \(|dn/d\psi|_0=N/V_T\), where \(V_T\) is the thermal voltage. Since \(qN/\varepsilon_s=2V/W^2=154.7\ \mathrm{mV/nm^2}\), this would give \(\lambda=\sqrt{25.85/154.7}\ \mathrm{nm}\approx0.41\) nm. The gas here is degenerate, which lengthens \(\lambda\) to about 0.60 nm. The example's 1 nm layer is not far above this scale.

If the gate charge changes sign, electrons accumulate at the oxide instead of leaving it, and the depletion formulas do not apply.

### Electron waves at the oxide

The pressure calculation still lets electrons sit right against the oxide. A wavefunction at a high barrier must nearly vanish there. To estimate the effect, the Schrödinger and Poisson equations were solved together at 300 K for a 16 nm gate slab with impenetrable walls, the same six valleys and masses, and a (100) surface.

Even with no gate charge, this model gives \(\psi(0)=-130\) mV. The sign follows from the mean-depth relation. The wall leaves donors uncovered close to the oxide, and neutrality requires a compensating electron excess farther in. With positive charge near \(x=0\) and an equal negative charge deeper, the integral of \(x\rho\) is negative.

The drop caused by charging the gate must therefore be measured from this uncharged state. It is 198 mV, about 2.6 times the depletion value. The added oxide is 0.49 nm, 47% above the depletion value. By the mean-depth relation, the added charge lies on average at \(0.490\times11.7/3.9\approx1.47\) nm, deeper than the 1 nm edge.

Halving the 0.1 nm mesh changes the drop by 0.07 mV and the thickness by 0.0001 nm. Lengthening the slab to 20 nm changes them by still less. These shifts measure numerical convergence, not the accuracy of the model, which omits exchange and correlation, band-gap narrowing, grain boundaries and penetration into the oxide. The last omission is much larger than the mesh error. Replacing the impenetrable wall by a 3.1 eV barrier, with a rough oxide mass of 0.5 electron masses, changes the uncharged bending to about \(-96\) mV, the drop to about 182 mV and the added oxide to about 0.46 nm. The (100) surface is also a choice. Polysilicon grains present various faces to the oxide, and in this model a (110) or (111) face raises the drop by 10 to 12% and the added oxide by 7 to 9%.

## Beside a real gate

The doping, charge and 1.5 nm oxide are in the rough range of heavily doped polysilicon gates on thin oxides. The oxide field of 4.6 MV/cm is below a rough breakdown field of 10 MV/cm, although a real oxide this thin also leaks by tunnelling, which is ignored here. The 77 mV drop is far below silicon's band gap of roughly 1.1 eV divided by \(q\), so neglecting holes in the gate is reasonable. Two other assumptions are weaker. First, not every dopant atom need be active. If half of the assumed donors are active and \(n_s\) is held fixed, the depletion formulas give a width of 2 nm, a drop of 155 mV and an added oxide of 0.67 nm. Second, the donors are discrete. The length \(N^{-1/3}\), a rough measure of their spacing, is 2.15 nm, more than the depletion width, and a 10 nm by 10 nm patch of the 1 nm layer contains ten donors on average. If their positions are independent and random, that number scatters by \(\sqrt{10}\approx3.2\), or 32%. The width of 1 nm is therefore an average over a larger area, not a smooth local boundary.

For this gate, 0.33 nm is the depletion-approximation answer to the capacitance question. Among the estimates made here at full activation, electron waves move it most, to about 0.49 nm for a (100) surface with an impenetrable wall, about 0.46 nm when the electrons penetrate a 3.1 eV oxide barrier, and somewhat more for the other two faces considered. Most of the computed values are collected in the numerical output below.

## Numbers as computed

```
Active doping: 1.00e+20 cm^-3
Balanced charges: 1.00e+13 cm^-2
Relative permittivity silicon, oxide: 11.7, 3.9
Depletion width: 1.000 nm
Depletion drop: 77.33 mV
Small-signal extra oxide: 0.3333 nm
Static drop-equivalent oxide: 0.1667 nm
Chosen oxide thickness: 1.50 nm
Capacitance loss: 18.2 %
Gate surface field: 1.547 MV/cm
Oxide field: 4.640 MV/cm
Cold solver, half-density depth: 0.996 nm
Cold solver, extrapolated drop: 77.33 mV
Cold solver, extra oxide: 0.3333 nm
Thermal voltage at 300 K: 25.85 mV
Masses long., transv.: 0.92, 0.19 electron masses
Fermi level above band edge, 300 K: 65.2 meV
Fermi drop, 300 K, force balance: 117.93 mV
Fermi drop, 300 K, direct solution: 117.92 mV
Surface electron density / doping, 300 K: 0.0342
Fermi extra oxide, 300 K, formula: 0.3451 nm
Fermi extra oxide, 300 K, direct: 0.3452 nm
Fermi drop, 400 K: 123.53 mV
Fermi extra oxide, 400 K: 0.3544 nm
Wave model, surface bending at zero charge: -130.2 mV
Wave model, drop from zero charge: 198.4 mV
Wave model, extra oxide: 0.490 nm
Wave drop shift, mesh 0.1 to 0.05 nm: 0.073 mV
Wave oxide shift, mesh 0.1 to 0.05 nm: 0.00009 nm
Wave drop shift, slab 16 to 20 nm: -0.001 mV
Wave oxide shift, slab 16 to 20 nm: -0.00000 nm
Half activation, width: 2.000 nm
Half activation, drop: 154.66 mV
Half activation, extra oxide: 0.6667 nm
Mean donor spacing: 2.15 nm
Donors uncovered in 10 nm x 10 nm: 10.0
Random scatter of that number: 3.16
Relative scatter: 31.6 %
```
